# Strain plots of cubic fibre-textured films under equibiaxial stress

## Problem

A polycrystalline film of a cubic metal has a perfect fibre texture. Every grain has the same crystal axis $\mathbf N$ (a unit vector) along the film normal, and the grains are rotated at random about it. The top surface is free of traction, and far from the film edges the in-plane stress is equibiaxial with value $\sigma$, positive in tension.

X-ray diffraction measures the lattice strain $\varepsilon$ along a plane normal $\mathbf n$ tilted by $\psi$ from the film normal. The compliances are $s_{11}$, $s_{12}$ and $s_{44}$, where $s_{44}$ multiplies shear stress to give the engineering shear strain $\gamma_{12}=2\varepsilon_{12}$. Strains are small and elastic.

**(a)** Show that $\varepsilon$ is linear in $\sin^2\psi$ for (001) and for (111) texture, and find the slope and intercept of each line. Take the stress to be the same in every grain.

**(b)** Justify that assumption for these two textures.

**(c)** At which tilt is the lattice strain zero?

**(d)** Two model copper films, one of each texture, have $C_{11}=168$, $C_{12}=121$, $C_{44}=75$ GPa and unstrained lattice parameter $a_0=0.3615$ nm. These are rough typical room-temperature values. Peak positions were computed by deforming the lattice under one known stress, the same for both films. Straight-line fits to the resulting strains have slopes $4.2555\times10^{-3}$ for (001) and $1.3334\times10^{-3}$ for (111). Recover the stress. What would an isotropic analysis with shear modulus $G=47.18$ GPa give? (This is the Hill value, the mean of the equal-strain and equal-stress estimates for randomly oriented grains.)

## Hints

1. Write the stress as $\sigma_{ij}=\sigma(\delta_{ij}-N_iN_j)$ in the cube axes of a grain.
2. Split cubic Hooke's law into an isotropic part and a part that acts on the diagonal components alone.
3. After projection on $\mathbf n$, the texture enters through one sum, $Q=\sum_i n_i^2N_i^2$.
4. For (b), ask what happens to the strain tensor when a grain is turned about $\mathbf N$.
5. For (d), apply a stress $(\tau,-\tau,0)$ along the cube axes to relate $s_{11}-s_{12}$ to the stiffnesses.

## Solution

### (a) The two lines

In the cube axes, Hooke's law reads

$$\varepsilon_{11}=s_{11}\sigma_{11}+s_{12}(\sigma_{22}+\sigma_{33}),\qquad \varepsilon_{12}=\tfrac12\gamma_{12}=\tfrac12 s_{44}\sigma_{12},$$

and similarly for the other components. Adding and subtracting $s_{12}\sigma_{11}$ in the first equation gives

$$\varepsilon_{11}=s_{12}\,\mathrm{tr}\,\sigma+(s_{11}-s_{12})\sigma_{11},\qquad \mathrm{tr}\,\sigma=\sigma_{11}+\sigma_{22}+\sigma_{33}.$$

Define $s_0=s_{11}-s_{12}-\tfrac12s_{44}$. Normal and shear components then combine into

$$\varepsilon_{ij}=s_{12}\,\mathrm{tr}\,\sigma\,\delta_{ij}+\tfrac12s_{44}\,\sigma_{ij}+s_0\,\delta_{ij}\,\sigma_{ii}\quad(\text{no sum over } i).$$

For $i\neq j$ the middle term alone survives, as required. For $i=j$ the coefficient of $\sigma_{ii}$ is $\tfrac12s_{44}+s_0=s_{11}-s_{12}$, also as required.

The film stress $\sigma_{ij}=\sigma(\delta_{ij}-N_iN_j)$ gives zero traction on the surface with normal $\mathbf N$ and a tension $\sigma$ along every in-plane direction. Its trace is $\sigma(3-1)=2\sigma$.

The strain along $\mathbf n$ is $\varepsilon=\sum_{ij}n_i\varepsilon_{ij}n_j$. With $\mathbf n\cdot\mathbf N=\cos\psi$ and $\sum_i n_i^2=1$, the three terms become

- $s_{12}\,\mathrm{tr}\,\sigma\;\to\;2\sigma s_{12}$,
- $\tfrac12s_{44}\sigma(1-\cos^2\psi)=\tfrac12s_{44}\sigma\sin^2\psi$,
- $s_0\sigma\sum_i n_i^2(1-N_i^2)=s_0\sigma(1-Q)$.

Hence

$$\varepsilon=\sigma\left[2s_{12}+s_0(1-Q)+\tfrac12s_{44}\sin^2\psi\right],\qquad Q=\sum_i n_i^2N_i^2 .$$

**(001) texture.** Here $\mathbf N=(0,0,1)$, so $Q=n_3^2=\cos^2\psi$ and $1-Q=\sin^2\psi$. The slope per unit stress is $s_0+\tfrac12s_{44}=s_{11}-s_{12}$:

$$\boxed{\varepsilon_{001}=\sigma\left[2s_{12}+(s_{11}-s_{12})\sin^2\psi\right]}$$

**(111) texture.** Here $N_i^2=\tfrac13$ for each $i$, so $Q=\tfrac13$ for every $\mathbf n$. The $s_0$ term is now a constant and moves into the intercept:

$$2s_{12}+\tfrac23\left(s_{11}-s_{12}-\tfrac12s_{44}\right)=\tfrac13(2s_{11}+4s_{12}-s_{44}),$$

$$\boxed{\varepsilon_{111}=\sigma\left[\tfrac13(2s_{11}+4s_{12}-s_{44})+\tfrac12s_{44}\sin^2\psi\right]}$$

The stress tensor shows why different compliances appear. Subtract its mean part $\tfrac23\sigma\delta_{ij}$, which strains a cubic crystal equally in all directions and so adds nothing to the slope. For (001) the remainder is diagonal in the cube axes and meets $s_{11}-s_{12}$. For (111) the diagonal elements of the stress all equal $\tfrac23\sigma$, so the remainder is pure shear in the cube axes and meets $s_{44}$.

In an isotropic solid of Young's modulus $E$ and Poisson ratio $\nu$, $s_{11}=1/E$, $s_{12}=-\nu/E$ and $s_{44}=2(1+\nu)/E$. Both slopes reduce to $\sigma(1+\nu)/E=\sigma/(2G)$.

### (b) Why the stress can be uniform

The full strain tensor is

$$\varepsilon_{ij}=\sigma\left[2s_{12}\delta_{ij}+\tfrac12s_{44}(\delta_{ij}-N_iN_j)+s_0(\delta_{ij}-D_{ij})\right],$$

where $D$ is the diagonal matrix with elements $N_i^2$. For (001), $D_{ij}=N_iN_j$. For (111), $D_{ij}=\tfrac13\delta_{ij}$. In both cases the tensor contains nothing but $\delta_{ij}$ and $N_iN_j$, so turning a grain about $\mathbf N$ leaves it unchanged.

All grains therefore have the same strain in the film frame and fit together without gaps. A uniform stress also satisfies equilibrium and the free-surface condition. It is thus a solution of the linear elastic problem, and models that assume equal stress or equal in-plane strain give the same result.

The in-plane strain is the value of the line at $\sin^2\psi=1$. Setting it equal to $\sigma/M$ defines the biaxial modulus $M$:

$$\frac1{M_{001}}=s_{11}+s_{12},\qquad \frac1{M_{111}}=\tfrac16(4s_{11}+8s_{12}+s_{44}).$$

### (c) The strain-free tilt

Setting each line to zero gives

$$\sin^2\psi_0=\frac{-2s_{12}}{s_{11}-s_{12}}\;(001),\qquad \sin^2\psi_0=\frac{2(s_{44}-2s_{11}-4s_{12})}{3s_{44}}\;(111).$$

The stress cancels. A strain-free tilt exists only if the right-hand side lies between 0 and 1, as it does for copper. If it exists and the elastic constants are known, the lattice parameter read from the fitted line at $\psi_0$ is $a_0$, to first order in strain.

### (d) The copper films

**Compliances.** Under the stress $(\tau,-\tau,0)$ the compliances give $\varepsilon_{11}=(s_{11}-s_{12})\tau=-\varepsilon_{22}$ and $\varepsilon_{33}=0$. The stiffnesses give $\tau=(C_{11}-C_{12})\varepsilon_{11}$. Therefore

$$s_{11}-s_{12}=\frac1{C_{11}-C_{12}}=\frac1{47\ \text{GPa}}=21.277\ \text{TPa}^{-1}.$$

Equal stress on all three axes gives in the same way $s_{11}+2s_{12}=1/(C_{11}+2C_{12})=1/(410\ \text{GPa})=2.439$ TPa$^{-1}$. Solving the pair gives $s_{11}=14.997$ and $s_{12}=-6.279$ TPa$^{-1}$. Pure shear gives $s_{44}=1/C_{44}=13.333$ TPa$^{-1}$, so $\tfrac12s_{44}=6.667$ TPa$^{-1}$.

**From peaks to strains.** In a perfect fibre texture a reflection $hkl$ appears at discrete tilts. In the unstrained lattice they are given by $\cos\psi=(hkl)\cdot\mathbf N/\sqrt{h^2+k^2+l^2}$. The strain shifts them by little more than $0.1^\circ$ at most here, and ignoring this shift changes the inferred stress by less than 0.1 MPa for the full set of reflections used, which covers $\sin^2\psi$ on both sides of 0.5. A fit to only the low or only the high tilts would change by about 0.7 MPa for (001) and 0.3 MPa for (111). One reflection thus gives only a few points, so the plot combines several reflections, through $a=\lambda\sqrt{h^2+k^2+l^2}/(2\sin\theta)$ and $\varepsilon=a/a_0-1$. For 420 in the (001) film, with $\lambda=0.15406$ nm and $2\theta=145.312^\circ$,

$$a=\frac{0.15406\times4.47214}{2\times0.954532}\ \text{nm}=0.360898\ \text{nm},\qquad \varepsilon=-1.665\times10^{-3}.$$

**Stress.** Since 1 GPa times 1 TPa$^{-1}$ is $10^{-3}$,

$$\sigma_{001}=\frac{4.2555}{21.277}\ \text{GPa}=200\ \text{MPa},\qquad \sigma_{111}=\frac{1.3334}{6.667}\ \text{GPa}=200\ \text{MPa}.$$

This is the stress that was applied in computing the peaks. The slopes differ by the factor

$$\frac{s_{11}-s_{12}}{s_{44}/2}=\frac{2C_{44}}{C_{11}-C_{12}}=3.19,$$

the Zener anisotropy ratio.

**Isotropic analysis.** The slope per unit stress would be $1/(2G)=10.597$ TPa$^{-1}$ for both films. The inferred stresses would be 402 MPa for (001), twice the true value, and 126 MPa for (111), 37 % too low.

**Strain-free tilts.** $\sin^2\psi_0=12.558/21.277=0.590$ gives $50.2^\circ$ for (001), and $2.818/6.667=0.423$ gives $40.6^\circ$ for (111).

**Error in $a_0$.** If $a_0$ is taken 0.1 % too high, every strain shifts by about $-1\times10^{-3}$, while the slope changes by the factor $1/1.001$. The slope method still gives 199.8 MPa. A stress taken from the $\psi=0$ strain alone becomes 279 MPa for (001) and 554 MPa for (111). The (111) film suffers more because its strain at $\psi=0$ per unit stress is smaller in size, 2.818 against 12.558 TPa$^{-1}$, so the same shift in strain corresponds to a larger error in stress.

**Finite strain.** Let $e_n$ and $e_p$ be the normal and in-plane strains, $\Delta=e_p-e_n$ and $x=\sin^2\psi$ at the actual tilt. A deformation $F=1+\varepsilon$ carries a reciprocal vector $\mathbf G_0$ to $\mathbf G=F^{-1}\mathbf G_0$ ($F$ is symmetric). The spacing ratio is then $d/d_0=|\mathbf G_0|/|\mathbf G|=|F\mathbf n|$, with $\mathbf n$ along $\mathbf G$, so

$$(d/d_0)^2=(1+e_p)^2x+(1+e_n)^2(1-x)=(1+e_n+\Delta x)^2+\Delta^2x(1-x).$$

The departure from the line is about $\tfrac12\Delta^2x(1-x)$, at most $\Delta^2/8$. With $\Delta=4.255\times10^{-3}$ this is $2.3\times10^{-6}$, which is negligible here. This covers the geometry only. In real copper the stress-strain law is also slightly nonlinear, which leaves this geometry unchanged but alters the slope per unit stress. With typical third-order elastic constants ($C_{111}\approx-1300$ to $-1500$ GPa, $C_{112}\approx-800$ to $-850$ GPa; sources differ), a true 200 MPa would be read as about 203 to 205 MPa for (001) and 201 MPa for (111).

**Real films.** Real textures are not perfectly sharp. A Gaussian spread of the fibre axis with a standard deviation of $5^\circ$ in each of the two tilt directions, with the tilted grains assumed to carry the same stress, changes the inferred values to 199 MPa (001) and 202 MPa (111). Errors in the elastic constants also enter: taking $C_{11}$ 2 GPa higher gives 209 MPa for (001), and taking $C_{44}$ 2 GPa higher gives 205 MPa for (111). Independent errors of $0.01^\circ$ in each $2\theta$ give an uncertainty of 3 MPa for (001) and 11 MPa for (111), mainly because the (111) slope per unit stress is 3.19 times smaller. Stress gradients through the thickness, strains left by uneven plastic flow and peak shifts from stacking faults are not included in these figures. The individual peaks are listed in the numerical output.

## Variation 1: other fibre axes

*For which other fibre axes do all reflections fall on one line, if the stress is again taken equal in all grains?*

Write $\mathbf n=\cos\psi\,\mathbf N+\sin\psi\,\mathbf t$, with $\mathbf t$ a unit vector in the film plane. Then

$$Q=\mathbf n\cdot D\mathbf n=\cos^2\psi\,\mathbf N\cdot D\mathbf N+2\sin\psi\cos\psi\,\mathbf N\cdot D\mathbf t+\sin^2\psi\,\mathbf t\cdot D\mathbf t .$$

Different reflections have different crystal directions $\mathbf t$. If $s_0\neq0$, a strain that depends on $\psi$ alone, for every plane normal, needs a $Q$ independent of $\mathbf t$. Replacing $\mathbf t$ by $-\mathbf t$ shows that $\mathbf N\cdot D\mathbf t=0$ for every in-plane $\mathbf t$, so $D\mathbf N=\mu\mathbf N$ for some number $\mu$, or $N_i^3=\mu N_i$. All nonzero $N_i^2$ are then equal, which leaves the families $\langle001\rangle$, $\langle110\rangle$ and $\langle111\rangle$.

For $\mathbf N=(1,1,0)/\sqrt2$, let $\phi$ be the angle between $\mathbf t$ and the in-plane cube axis $[001]$. Then $n_3=\sin\psi\cos\phi$ and

$$Q=\tfrac12(n_1^2+n_2^2)=\tfrac12(1-\sin^2\psi\cos^2\phi).$$

This depends on $\phi$, so (110) fails and only $\langle001\rangle$ and $\langle111\rangle$ remain. The range of strain over $\phi$ is $\tfrac12\sigma s_0\sin^2\psi$. For copper, $s_0=14.610$ TPa$^{-1}$, and at 200 MPa and $\psi=45^\circ$ the range is

$$\tfrac12\times0.200\times14.610\times10^{-3}\times0.5=0.73\times10^{-3}.$$

Reflections of a (110) film can therefore scatter about a straight line even with perfect data. The figure belongs to the equal-stress model. That model is no longer a full solution here, because the two in-plane strains of a grain differ and rotated grains do not fit together.

## Variation 2: a minor (001) component

*A copper film with (111) texture at 200 MPa contains a few (001) grains. Take their in-plane strain equal to that of the film and their surface as traction-free. What stress do they carry, and where do their points lie on the plot?*

The moduli from part (b) are $M_{001}=114.7$ GPa and $M_{111}=259.9$ GPa. Equal in-plane strain means $\sigma_{001}/M_{001}=\sigma_{111}/M_{111}$, so

$$\sigma_{001}=200\ \text{MPa}\times\frac{114.7}{259.9}=88\ \text{MPa}.$$

The (001) grains follow their own line, with slope $0.0883\times21.277\times10^{-3}=1.88\times10^{-3}$, against $1.33\times10^{-3}$ for the (111) grains. The two lines meet at $\sin^2\psi=1$, where both give the common in-plane strain.

If the (001) points were evaluated with the (111) coefficient, they would suggest $1.88/6.667$ GPa, or about 282 MPa, although in this estimate these grains carry less than half the stress of their neighbours. Peaks must therefore be assigned to their texture component before a line is fitted. For (001) grains in a (111) film this can be done by tilt, since none of the poles used above coincide. It fails for twins, which are common in copper: twinning on an inclined {111} plane turns a $\langle111\rangle$ axis into $\langle511\rangle$, and such grains diffract at the same reflection and unstrained tilt as 6 of the 10 poles of the (111) film.

The equal-strain assumption is approximate. The stress jumps from 88 to 200 MPa across a grain boundary, which violates the balance of forces there. The estimate suits a film whose in-plane strain is imposed by a stiff substrate, with grains much wider than the film is thick, and then only away from the boundaries.

In a free-standing film the grain can stretch more than its surroundings. For a single round (001) grain, much wider than the film is thick, plane-stress elasticity gives

$$\sigma_{001}\left(\frac1{M_{001}}+\kappa\right)=\sigma_{111}\left(\frac1{M_{111}}+\kappa\right),\qquad \kappa=\tfrac12s_{44}+\tfrac13s_0=11.54\ \text{TPa}^{-1},$$

where $\kappa$ is the strain per unit stress of the (111) film under in-plane stresses $(\tau,-\tau)$. The grain then carries 152 MPa, except near its boundary, within a distance comparable to the film thickness. There the different normal strains of grain and film make the stress non-uniform, and the plane-stress description fails. The value of 88 MPa thus depends strongly on the constraint.

## Values computed for the example and the checks

```
Inputs: C11 168, C12 121, C44 75 GPa
Inputs: a0 0.3615 nm, wavelength 0.15406 nm
Input: applied stress 200 MPa
s11 14.997, s12 -6.279, s44 13.333 1/TPa
s0 = s11-s12-s44/2: 14.610 1/TPa
Hill shear modulus 47.18 GPa
Isotropic slope per stress 1/(2G): 10.597 1/TPa
(001) film: reflection, ideal tilt deg, actual tilt deg, sin^2, 2theta deg, strain 1e-3
  400   0.00   0.00 0.0000  117.405  -2.512
  311  25.24  25.15 0.1806   90.137  -1.742
  420  26.57  26.47 0.1986  145.312  -1.665
  220  45.00  44.88 0.4979   74.160  -0.391
  331  46.51  46.39 0.5242  136.581  -0.279
  222  54.74  54.62 0.6648   95.107   0.319
  420  63.43  63.34 0.7986  144.388   0.888
  311  72.45  72.38 0.9084   89.783   1.355
  331  76.74  76.68 0.9469  136.068   1.518
(001) per stress: intercept -12.558, slope 21.277 1/TPa
(001) predicted: intercept -2.5117e-3, slope 4.2553e-3
(001) fitted: intercept -2.5104e-3, slope 4.2555e-3
(001) stress from fit 200.01 MPa; largest finite-strain deviation 2.26e-6
(001) biaxial modulus 114.7 GPa; strain-free tilt 50.20 deg
(001) stress error from 0.01 deg in 2theta: 2.93 MPa
(001) stress with 5 deg axis spread: 199.2 MPa
(001) stress if C11 is taken 2 GPa higher: 208.5 MPa
(001) stress with isotropic Hill slope: 401.6 MPa
(001) a0 taken 0.1% high: slope gives 199.8 MPa, psi=0 alone 279.3 MPa
(111) film: reflection, ideal tilt deg, actual tilt deg, sin^2, 2theta deg, strain 1e-3
  222   0.00   0.00 0.0000   95.218  -0.564
  331  22.00  21.98 0.1400  136.610  -0.377
  311  29.50  29.46 0.2419   89.965  -0.241
  220  35.26  35.23 0.3327   74.136  -0.120
  420  39.23  39.19 0.3994  144.717  -0.031
  331  48.53  48.49 0.5607  136.448   0.184
  400  54.74  54.70 0.6661  116.873   0.325
  311  58.52  58.48 0.7267   89.891   0.405
  222  70.53  70.50 0.8886   95.070   0.621
  420  75.04  75.02 0.9332  144.462   0.681
(111) per stress: intercept -2.818, slope 6.667 1/TPa
(111) predicted: intercept -0.5637e-3, slope 1.3333e-3
(111) fitted: intercept -0.5636e-3, slope 1.3334e-3
(111) stress from fit 200.00 MPa; largest finite-strain deviation 0.22e-6
(111) biaxial modulus 259.9 GPa; strain-free tilt 40.56 deg
(111) stress error from 0.01 deg in 2theta: 10.70 MPa
(111) stress with 5 deg axis spread: 201.6 MPa
(111) stress if C44 is taken 2 GPa higher: 205.3 MPa
(111) stress with isotropic Hill slope: 125.8 MPa
(111) a0 taken 0.1% high: slope gives 199.8 MPa, psi=0 alone 554.3 MPa
Fitted slope ratio (001)/(111) 3.192; Zener ratio 3.191
Stress in (001) grains of a (111) film at equal strain: 88.3 MPa
(110) film, equal stress, tilt 45 deg: azimuth spread of strain 0.730e-3
```
